# Free-Energy Components Depend on the Order of Switching: verification in Python

```python
"""
Result under test: for a classical system with potential U(x; a, b),
the free-energy component A1 = integral of <dU/da> da depends on the
path in the (a, b) square, while A1 + A2 does not. For a switched
before b, minus a switched after b,
  A1(first) - A1(last) = - II <d2U/da db> + (1/kT) II Cov(dU/da, dU/db),
where II is the integral over the unit square of couplings.
Symbols: a, b couplings; x position; kT thermal energy; F free energy
(up to a constant that cancels in differences); A1, A2 components.
Energies are in hartree (Ha), lengths in bohr.
"""
import numpy as np
from scipy import constants as sc

KT = 0.001           # thermal energy, Ha
SPRING = 0.004       # harmonic force constant, Ha/bohr^2
HEIGHT = 0.003       # height of the Gaussian repulsion, Ha
WIDTH = 0.5          # width of the Gaussian repulsion, bohr
FORCE = 0.004        # uniform force, Ha/bohr
TUNNEL = 0.02        # electronic mixing of two states, Ha
BIAS1 = 0.01         # first electronic bias, Ha
BIAS2 = 0.01         # second electronic bias at x = 0, Ha
SLOPE = 0.004        # position dependence of second bias, Ha/bohr
CROSS = 0.002        # coupling of two coordinates, Ha/bohr^2

HARTREE = sc.physical_constants["Hartree energy"][0]
TO_KJ = HARTREE * sc.N_A / 1000.0
GRID = np.linspace(-6.0, 6.0, 601)
raw_nodes, raw_weights = np.polynomial.legendre.leggauss(20)
NODES = 0.5 * (raw_nodes + 1.0)
WEIGHTS = 0.5 * raw_weights


# Each model returns U, dU/da, dU/db and d2U/da db on its grid.
def bump_model(a, b):
    v1 = HEIGHT * np.exp(-GRID**2 / (2 * WIDTH**2))
    v2 = -FORCE * GRID
    u = 0.5 * SPRING * GRID**2 + a * v1 + b * v2
    return u, v1, v2, np.zeros_like(GRID)


def linear_model(g1, g2):
    def model(a, b):
        v1, v2 = g1 * GRID, g2 * GRID
        u = 0.5 * SPRING * GRID**2 + a * v1 + b * v2
        return u, v1, v2, np.zeros_like(GRID)
    return model


def plane_model(cross):
    """Repulsion acts on x only, uniform force on y only."""
    line = np.linspace(-6.0, 6.0, 121)
    x, y = [m.ravel() for m in np.meshgrid(line, line)]
    v1 = HEIGHT * np.exp(-x**2 / (2 * WIDTH**2))
    v2 = -FORCE * y
    u0 = 0.5 * SPRING * (x**2 + y**2) + cross * x * y

    def model(a, b):
        return u0 + a * v1 + b * v2, v1, v2, np.zeros_like(x)
    return model


def electron_model(position):
    """Harmonic well plus lowest eigenvalue of a two-state Hamiltonian."""
    w1 = BIAS1 * np.ones_like(position)
    w2 = BIAS2 + SLOPE * position

    def model(a, b):
        ham = np.zeros((position.size, 2, 2))
        ham[:, 0, 0] = a * w1 + b * w2
        ham[:, 1, 1] = -ham[:, 0, 0]
        ham[:, 0, 1] = ham[:, 1, 0] = -TUNNEL
        val, vec = np.linalg.eigh(ham)
        ground, excited = vec[:, :, 0], vec[:, :, 1]
        z00 = ground[:, 0]**2 - ground[:, 1]**2
        z01 = ground[:, 0] * excited[:, 0] - ground[:, 1] * excited[:, 1]
        mixed = 2 * w1 * w2 * z01**2 / (val[:, 0] - val[:, 1])
        u = 0.5 * SPRING * position**2 + val[:, 0]
        return u, w1 * z00, w2 * z00, mixed
    return model


def state(model, a, b, kt=KT):
    """F, <dU/da>, <dU/db>, <d2U/da db>, covariance, probabilities."""
    u, ua, ub, uab = model(a, b)
    low = u.min()
    boltz = np.exp(-(u - low) / kt)
    total = boltz.sum()
    prob = boltz / total
    m1, m2 = prob @ ua, prob @ ub
    cov = prob @ ((ua - m1) * (ub - m2))
    return low - kt * np.log(total), m1, m2, prob @ uab, cov, prob


def components(model, vertices, kt=KT):
    """Integrate the mean derivatives along straight legs."""
    parts = np.zeros(2)
    for (a0, b0), (a1, b1) in zip(vertices[:-1], vertices[1:]):
        for s, w in zip(NODES, WEIGHTS):
            st = state(model, a0 + s * (a1 - a0), b0 + s * (b1 - b0), kt)
            parts += w * np.array([st[1] * (a1 - a0), st[2] * (b1 - b0)])
    return parts


def area_terms(model, triangle=False, kt=KT):
    """Response and covariance integrals over square or triangle b < a."""
    response = thermal = 0.0
    for a, wa in zip(NODES, WEIGHTS):
        top = a if triangle else 1.0
        for s, wb in zip(NODES, WEIGHTS):
            st = state(model, a, top * s, kt)
            response -= wa * wb * top * st[3]
            thermal += wa * wb * top * st[4] / kt
    return response, thermal


V1_FIRST = [(0, 0), (1, 0), (1, 1)]
V2_FIRST = [(0, 0), (0, 1), (1, 1)]
DIAGONAL = [(0, 0), (1, 1)]
DETOUR = [(0, 0), (0.3, 0.8), (1, 1)]
CYCLE = [(0, 0), (1, 0), (1, 1), (0, 1), (0, 0)]

# Path-independent sum, path-dependent parts, and the area formula.
electron = electron_model(GRID)
results = {}
for name, model in (("bump", bump_model), ("electron", electron)):
    change = state(model, 1, 1)[0] - state(model, 0, 0)[0]
    first = components(model, V1_FIRST)
    last = components(model, V2_FIRST)
    diag = components(model, DIAGONAL)
    detour = components(model, DETOUR)
    for parts in (first, last, diag, detour):
        assert abs(parts.sum() - change) < 1e-9
    response, thermal = area_terms(model)
    gap = first[0] - last[0]
    assert abs(gap) > 1e-4
    assert abs(gap - response - thermal) < 1e-9
    assert abs(first[1] - last[1] + response + thermal) < 1e-9
    below = sum(area_terms(model, triangle=True))
    assert abs(first[0] - diag[0] - below) < 1e-9
    cycle = components(model, CYCLE)
    assert abs(cycle.sum()) < 1e-9
    assert abs(cycle[0] - response - thermal) < 1e-9
    # Mixed derivative of F by finite differences (error of order h^2).
    h, a, b = 0.01, 0.4, 0.6
    numeric = sum(i * j * state(model, a + i * h, b + j * h)[0]
                  for i in (-1, 1) for j in (-1, 1)) / (4 * h * h)
    st = state(model, a, b)
    formula = st[3] - st[4] / KT
    assert abs(formula) > 1e-4
    assert abs(numeric - formula) < 3e-6
    results[name] = (change, first, last, diag, response, thermal,
                     cycle, numeric, formula)

# One-step perturbation formula from the two reference ensembles.
v1_grid = bump_model(0, 0)[1]
fep = []
for b in (0, 1):
    prob = state(bump_model, 0, b)[5]
    fep.append(-KT * np.log(prob @ np.exp(-v1_grid / KT)))
change, first, last, diag, response, thermal, cycle, fd, an = results["bump"]
assert abs(fep[0] - first[0]) < 1e-9
assert abs(fep[1] - last[0]) < 1e-9
average = 0.5 * (first[0] + last[0])
assert abs(diag[0] - average) > 1e-6

# Symmetry removes the covariance at b = 0 but not the order dependence.
cov_start = state(bump_model, 0, 0)[4]
cov_end = state(bump_model, 0, 1)[4]
assert abs(cov_start) < 1e-15 and abs(cov_end) > 1e-8

# Linear forces: closed formulas, at two temperatures.
for g1, g2 in ((0.004, -0.004), (0.003, 0.002)):
    for kt in (KT, 0.5 * KT):
        lin = linear_model(g1, g2)
        p = components(lin, V1_FIRST, kt)
        q = components(lin, V2_FIRST, kt)
        d = components(lin, DIAGONAL, kt)
        assert abs(p[0] + g1**2 / (2 * SPRING)) < 1e-9
        assert abs(p[0] - q[0] - g1 * g2 / SPRING) < 1e-9
        assert abs(p.sum() + (g1 + g2)**2 / (2 * SPRING)) < 1e-9
        assert np.allclose(d, 0.5 * (p + q), rtol=0, atol=1e-9)
opposed = linear_model(FORCE, -FORCE)
lin_first = components(opposed, V1_FIRST)
lin_last = components(opposed, V2_FIRST)

# Different coordinates: separable well, then coupled well.
plane_gap = []
for cross in (0.0, CROSS):
    plane = plane_model(cross)
    p = components(plane, V1_FIRST)
    q = components(plane, V2_FIRST)
    plane_gap.append(p[0] - q[0])
    assert abs(plane_gap[-1] - sum(area_terms(plane))) < 1e-9
assert abs(plane_gap[0]) < 1e-10 and abs(plane_gap[1]) > 1e-5

# Fixed nucleus at x = 0: electronic response alone, from eigenvalues.
frozen = electron_model(np.array([0.0]))
energy = {(a, b): frozen(a, b)[0][0] for a in (0, 1) for b in (0, 1)}
frozen_gap = (energy[1, 0] - energy[0, 0]) - (energy[1, 1] - energy[0, 1])
frozen_response, frozen_thermal = area_terms(frozen)
assert abs(frozen_gap - frozen_response) < 1e-9
assert abs(frozen_thermal) < 1e-15 and abs(frozen_gap) > 1e-4


def show(label, value, unit="Ha"):
    print(f"{label}: {value + 0.0:.6f} {unit}")


show("thermal energy kT", KT)
print(f"temperature: {KT * HARTREE / sc.k:.1f} K")
show("spring constant k", SPRING, "Ha/bohr^2")
show("repulsion height", HEIGHT)
show("repulsion width", WIDTH, "bohr")
show("uniform force f", FORCE, "Ha/bohr")
print("-- repulsion V1 and uniform force V2 = -f x --")
for a, b in ((0, 0), (1, 0), (0, 1), (1, 1)):
    st = state(bump_model, a, b)
    show(f"<V1> at a={a}, b={b}", st[1])
show("mean x at a=0, b=0", state(bump_model, 0, 0)[5] @ GRID, "bohr")
show("mean x at a=0, b=1", state(bump_model, 0, 1)[5] @ GRID, "bohr")
show("V1 first: A1", first[0])
show("V1 first: A2", first[1])
show("V2 first: A1", last[0])
show("V2 first: A2", last[1])
show("simultaneous: A1", diag[0])
show("simultaneous: A2", diag[1])
show("mean of A1 over the two orders", average)
show("total free-energy change", change)
print(f"total free-energy change: {change * TO_KJ:.3f} kJ/mol")
show("A1(first) - A1(last)", first[0] - last[0])
print(f"A1(first) - A1(last): {(first[0] - last[0]) * TO_KJ:.3f} kJ/mol")
show("covariance integral over square / kT", thermal)
show("perturbation formula for V1, reference b=0", fep[0])
show("perturbation formula for V1, reference b=1", fep[1])
show("closed cycle: A1", cycle[0])
show("closed cycle: A2", cycle[1])
show("d2F/dadb at a=0.4, b=0.6, finite difference", fd)
show("d2F/dadb at a=0.4, b=0.6, covariance formula", an)
show("Cov(V1,V2)/kT at a=0, b=0", cov_start / KT)
show("Cov(V1,V2)/kT at a=0, b=1", cov_end / KT)
print("-- opposing linear forces, g1 = f, g2 = -f --")
show("V1 first: A1", lin_first[0])
show("V1 first: A2", lin_first[1])
show("V2 first: A1", lin_last[0])
show("V2 first: A2", lin_last[1])
print("-- V1 on x, V2 on y --")
show("coordinate coupling c", CROSS, "Ha/bohr^2")
show("order difference of A1, uncoupled", plane_gap[0])
show("order difference of A1, coupled", plane_gap[1])
print("-- two-state electronic model --")
show("electronic mixing t", TUNNEL)
show("first bias w1", BIAS1)
show("second bias w2 at x=0", BIAS2)
show("slope of second bias", SLOPE, "Ha/bohr")
e_change, e_first, e_last, _, e_resp, e_therm = results["electron"][:6]
show("total free-energy change", e_change)
show("a first: A1", e_first[0])
show("b first: A1", e_last[0])
show("order difference of A1", e_first[0] - e_last[0])
show("electronic-response part", e_resp)
show("thermal-covariance part", e_therm)
show("order difference of A1, nucleus fixed at x=0", frozen_gap)
print("all assertions hold")
```

Printed output:

```
thermal energy kT: 0.001000 Ha
temperature: 315.8 K
spring constant k: 0.004000 Ha/bohr^2
repulsion height: 0.003000 Ha
repulsion width: 0.500000 bohr
uniform force f: 0.004000 Ha/bohr
-- repulsion V1 and uniform force V2 = -f x --
<V1> at a=0, b=0: 0.002121 Ha
<V1> at a=1, b=0: 0.001289 Ha
<V1> at a=0, b=1: 0.000780 Ha
<V1> at a=1, b=1: 0.000329 Ha
mean x at a=0, b=0: 0.000000 bohr
mean x at a=0, b=1: 1.000000 bohr
V1 first: A1: 0.001717 Ha
V1 first: A2: -0.003206 Ha
V2 first: A1: 0.000510 Ha
V2 first: A2: -0.002000 Ha
simultaneous: A1: 0.001201 Ha
simultaneous: A2: -0.002690 Ha
mean of A1 over the two orders: 0.001114 Ha
total free-energy change: -0.001490 Ha
total free-energy change: -3.911 kJ/mol
A1(first) - A1(last): 0.001206 Ha
A1(first) - A1(last): 3.167 kJ/mol
covariance integral over square / kT: 0.001206 Ha
perturbation formula for V1, reference b=0: 0.001717 Ha
perturbation formula for V1, reference b=1: 0.000510 Ha
closed cycle: A1: 0.001206 Ha
closed cycle: A2: -0.001206 Ha
d2F/dadb at a=0.4, b=0.6, finite difference: -0.001639 Ha
d2F/dadb at a=0.4, b=0.6, covariance formula: -0.001639 Ha
Cov(V1,V2)/kT at a=0, b=0: 0.000000 Ha
Cov(V1,V2)/kT at a=0, b=1: 0.001561 Ha
-- opposing linear forces, g1 = f, g2 = -f --
V1 first: A1: -0.002000 Ha
V1 first: A2: 0.002000 Ha
V2 first: A1: 0.002000 Ha
V2 first: A2: -0.002000 Ha
-- V1 on x, V2 on y --
coordinate coupling c: 0.002000 Ha/bohr^2
order difference of A1, uncoupled: 0.000000 Ha
order difference of A1, coupled: 0.000620 Ha
-- two-state electronic model --
electronic mixing t: 0.020000 Ha
first bias w1: 0.010000 Ha
second bias w2 at x=0: 0.010000 Ha
slope of second bias: 0.004000 Ha/bohr
total free-energy change: -0.009384 Ha
a first: A1: -0.002361 Ha
b first: A1: -0.006492 Ha
order difference of A1: 0.004132 Ha
electronic-response part: 0.003685 Ha
thermal-covariance part: 0.000447 Ha
order difference of A1, nucleus fixed at x=0: 0.003563 Ha
all assertions hold
```
